# The Perfect Echo and J Modulation in AX and AMX Systems: a numerical check

```python
"""Perfect echo: 90y - [T/2 - 180x - T/2] - 90x - [T/2 - 180x - T/2] - detect.

Result under test: for two weakly coupled spins 1/2 with equal polarisation the
final state is exactly Fx (no J modulation).  For three spins the state deviates
from order T^2 and the in-phase signal from order T^4.
Symbols: T = length of one echo (s), J = coupling (Hz), theta = pi*J*T,
S = in-phase signal, D = coefficient of 4 Ix Iz Iz, A = coefficient of 2 Iy Iz.
The simulations use matrix exponentials of the full Hamiltonian with offsets;
they are compared with closed formulas from product operators.
"""
import numpy as np
from scipy.linalg import expm

PAULI_HALF = {
    "x": np.array([[0, 1], [1, 0]], complex) / 2,
    "y": np.array([[0, -1j], [1j, 0]], complex) / 2,
    "z": np.array([[1, 0], [0, -1]], complex) / 2,
}


def spin_operators(count):
    """List of dictionaries: operators[k][axis] acts on spin k."""
    operators = []
    for k in range(count):
        entry = {}
        for axis, small in PAULI_HALF.items():
            full = np.eye(1)
            for j in range(count):
                full = np.kron(full, small if j == k else np.eye(2))
            entry[axis] = full
        operators.append(entry)
    return operators


SPINS = {2: spin_operators(2), 3: spin_operators(3)}


def total(count, axis):
    return sum(op[axis] for op in SPINS[count])


def pulse(count, axis, angle):
    return expm(-1j * angle * total(count, axis))


def coupling(count, J, axis):
    ops = SPINS[count]
    return sum(2 * np.pi * value * ops[k][axis] @ ops[l][axis]
               for (k, l), value in J.items())


def hamiltonian(offsets, J, strong=False):
    count = len(offsets)
    H = sum(2 * np.pi * nu * SPINS[count][k]["z"]
            for k, nu in enumerate(offsets))
    for axis in ("xyz" if strong else "z"):
        H = H + coupling(count, J, axis)
    return H


def block(count, H, T, joining):
    half = expm(-1j * H * T / 2)
    echo = half @ pulse(count, "x", np.pi) @ half
    return echo @ joining @ echo


def final_state(H, T, joining, polarisation):
    count = len(polarisation)
    rho = sum(p * SPINS[count][k]["z"] for k, p in enumerate(polarisation))
    U = block(count, H, T, joining) @ pulse(count, "y", np.pi / 2)
    return U @ rho @ U.conj().T


def coefficient(rho, basis):
    return (np.trace(rho @ basis) / np.trace(basis @ basis)).real


def commutator(a, b):
    return a @ b - b @ a


def clean(value):
    return round(float(value), 6) + 0.0


# ---------------- two spins ----------------
a, b = SPINS[2]
Fx2 = total(2, "x")
join2 = pulse(2, "x", np.pi / 2)
rng = np.random.default_rng(3)
worst_ax = 0.0
for _ in range(25):
    J_trial, T_trial = rng.uniform(-20, 20), rng.uniform(0.001, 0.2)
    offsets_trial = rng.uniform(-800, 800, 2)
    H = hamiltonian(offsets_trial, {(0, 1): J_trial})
    theta = np.pi * J_trial * T_trial
    c, s = np.cos(theta), np.sin(theta)
    rho = final_state(H, T_trial, join2, (1, 1))
    worst_ax = max(worst_ax, np.abs(rho - Fx2).max())
    # path that starts on spin 1 alone
    path = final_state(H, T_trial, join2, (1, 0))
    expected = (c**2 * a["x"] + s**2 * b["x"]
                + c * s * 2 * (a["y"] @ b["z"] - a["z"] @ b["y"]))
    assert np.allclose(path, expected, atol=1e-10)
    # opposite sign of the joining pulse works, a perpendicular one does not
    minus = final_state(H, T_trial, pulse(2, "x", -np.pi / 2), (1, 1))
    assert np.allclose(minus, Fx2, atol=1e-10)
    perpendicular = final_state(H, T_trial, pulse(2, "y", np.pi / 2), (1, 1))
    assert abs(coefficient(perpendicular, a["x"])) < 1e-10
    # joining pulse on spin 1 only: no exchange between the partners
    selective = final_state(H, T_trial, expm(-0.5j * np.pi * a["x"]), (1, 1))
    assert abs(coefficient(selective, a["x"]) - c**2) < 1e-10
    plain = final_state(H, T_trial, np.eye(4), (1, 1))
    assert abs(coefficient(plain, a["x"]) - np.cos(2 * theta)) < 1e-10
assert worst_ax < 1e-10

J_ax, T_ax = 10.0, 0.025
offsets_ax = (-400.0, 600.0)
H_ax = hamiltonian(offsets_ax, {(0, 1): J_ax})
theta_ax = np.pi * J_ax * T_ax
plain_ax = coefficient(final_state(H_ax, T_ax, np.eye(4), (1, 1)), a["x"])
perfect_ax = coefficient(final_state(H_ax, T_ax, join2, (1, 1)), a["x"])
p1, p2 = 1.0, 0.6
unequal = final_state(H_ax, T_ax, join2, (p1, p2))
unequal_in = coefficient(unequal, a["x"])
unequal_anti = coefficient(unequal, 2 * a["y"] @ b["z"])
c, s = np.cos(theta_ax), np.sin(theta_ax)
assert abs(unequal_in - (p1 * c**2 + p2 * s**2)) < 1e-10
assert abs(unequal_anti - c * s * (p1 - p2)) < 1e-10


def largest_strong_loss(separation):
    H = hamiltonian((-separation / 2, separation / 2), {(0, 1): J_ax}, True)
    return max(1 - coefficient(final_state(H, T, join2, (1, 1)), Fx2)
               for T in np.linspace(0.005, 0.1, 20))


strong_near, strong_far = largest_strong_loss(30.0), largest_strong_loss(1000.0)
assert strong_near > 1e-3 and strong_far < 0.1 * strong_near

# ---------------- three spins ----------------
J_amx = {(0, 1): 12.0, (0, 2): 7.0, (1, 2): 3.0}
offsets_amx = (-400.0, 150.0, 600.0)
H_amx = hamiltonian(offsets_amx, J_amx)
join3 = pulse(3, "x", np.pi / 2)
Fx3 = total(3, "x")
ops = SPINS[3]
NAMES = "AMX"

Hyy2, Hzz2 = (coupling(2, {(0, 1): J_ax}, q) for q in "yz")
Hyy3, Hzz3 = (coupling(3, J_amx, q) for q in "yz")
assert np.abs(commutator(Hyy2, Hzz2)).max() < 1e-9
assert np.abs(commutator(Hyy3, Hzz3)).max() > 1.0
assert np.abs(commutator(Hyy3 + Hzz3, Fx3)).max() < 1e-9
assert np.allclose(
    commutator(ops[0]["y"] @ ops[1]["y"], ops[1]["z"] @ ops[2]["z"]),
    1j * ops[0]["y"] @ ops[1]["x"] @ ops[2]["z"])
T_amx = 0.020
merged = -join3 @ expm(-1j * Hyy3 * T_amx) @ expm(-1j * Hzz3 * T_amx)
assert np.allclose(block(3, H_amx, T_amx, join3), merged, atol=1e-10)


def angle(J, k, l, T):
    return np.pi * J[tuple(sorted((k, l)))] * T


def formulas(J, k, l, m, T):
    """Closed formulas S, D, A for spin k; A belongs to partner l."""
    tkl, tkm, tlm = angle(J, k, l, T), angle(J, k, m, T), angle(J, l, m, T)
    ckl, ckm, clm = np.cos(tkl), np.cos(tkm), np.cos(tlm)
    skl, skm = np.sin(tkl), np.sin(tkm)
    S = ckl**2 * ckm**2 + skl**2 * ckm * clm + skm**2 * ckl * clm
    D = skl * skm * (ckl * clm + ckm * clm - ckl * ckm)
    A = skl * (ckl * ckm**2 - ckl * ckm * clm + skm**2 * clm)
    return S, D, A


def simulated(rho, k, l, m):
    S = coefficient(rho, ops[k]["x"])
    D = coefficient(rho, 4 * ops[k]["x"] @ ops[l]["z"] @ ops[m]["z"])
    A = coefficient(rho, 2 * ops[k]["y"] @ ops[l]["z"])
    return S, D, A


ORDERS = [(0, 1, 2), (0, 2, 1), (1, 0, 2), (1, 2, 0), (2, 0, 1), (2, 1, 0)]
for _ in range(15):
    J_trial = {pair: rng.uniform(-15, 15) for pair in J_amx}
    T_trial = rng.uniform(0.005, 0.1)
    H = hamiltonian(rng.uniform(-800, 800, 3), J_trial)
    rho = final_state(H, T_trial, join3, (1, 1, 1))
    for order in ORDERS:
        assert np.allclose(simulated(rho, *order),
                           formulas(J_trial, *order, T_trial), atol=1e-10)

# leading orders, taken from the simulation at two short echo lengths
for T_short in (0.002, 0.001):
    rho = final_state(H_amx, T_short, join3, (1, 1, 1))
    plain = final_state(H_amx, T_short, np.eye(8), (1, 1, 1))
    for k, l, m in ORDERS:
        tkl, tkm, tlm = (angle(J_amx, *pair, T_short)
                         for pair in ((k, l), (k, m), (l, m)))
        S, D, A = simulated(rho, k, l, m)
        assert abs((1 - S) / (tlm**2 * (tkl**2 + tkm**2) / 2) - 1) < 0.03
        assert abs(D / (tkl * tkm) - 1) < 0.03
        assert abs(A / (tkl * (tkm**2 + tlm**2) / 2) - 1) < 0.03
        plain_loss = 1 - coefficient(plain, ops[k]["x"])
        assert abs(plain_loss / (2 * (tkl**2 + tkm**2)) - 1) < 0.03

# chain without the A-X coupling, and three equal couplings
J_chain = {(0, 1): 12.0, (0, 2): 0.0, (1, 2): 7.0}
H_chain = hamiltonian(offsets_amx, J_chain)


def middle_loss(T):
    rho = final_state(H_chain, T, join3, (1, 1, 1))
    return 1 - coefficient(rho, ops[1]["x"])


chain_loss = middle_loss(T_amx)
u, v = (np.cos(angle(J_chain, 1, j, T_amx)) for j in (0, 2))
assert abs(chain_loss - (1 - u) * (1 - v) * (1 - u * v)) < 1e-10
assert abs(middle_loss(0.004) / middle_loss(0.002) / 64 - 1) < 0.05
J_equal = {pair: 7.0 for pair in J_amx}
rho = final_state(hamiltonian(offsets_amx, J_equal), T_amx, join3, (1, 1, 1))
equal_signal = coefficient(rho, ops[0]["x"])
assert abs(equal_signal - (1 - np.sin(np.pi * 7.0 * T_amx)**4)) < 1e-10

# four lines of spin A, by projection on the states of M and X
rho_amx = final_state(H_amx, T_amx, join3, (1, 1, 1))
plain_amx = final_state(H_amx, T_amx, np.eye(8), (1, 1, 1))
S_A, D_A, A_AM = simulated(rho_amx, 0, 1, 2)
A_AX = simulated(rho_amx, 0, 2, 1)[2]
S_f, D_f, AM_f = formulas(J_amx, 0, 1, 2, T_amx)
AX_f = formulas(J_amx, 0, 2, 1, T_amx)[2]
lines = []
for m2 in (0.5, -0.5):
    for m3 in (0.5, -0.5):
        projector = ((np.eye(8) / 2 + 2 * m2 * ops[1]["z"])
                     @ (np.eye(8) / 2 + 2 * m3 * ops[2]["z"]))
        absorption = coefficient(rho_amx, ops[0]["x"] @ projector)
        dispersion = coefficient(rho_amx, ops[0]["y"] @ projector)
        assert abs(absorption - (S_f + 4 * m2 * m3 * D_f)) < 1e-10
        assert abs(dispersion - (2 * m2 * AM_f + 2 * m3 * AX_f)) < 1e-10
        lines.append((m2, m3, absorption, dispersion))


# repeated blocks in a fixed total time
def train_loss(repeats, total_time=0.040):
    one = block(3, H_amx, total_time / (2 * repeats), join3)
    U = np.linalg.matrix_power(one, repeats)
    return 1 - coefficient(U @ Fx3 @ U.conj().T, Fx3)


train_ratio = train_loss(16) / train_loss(32)
assert 15 < train_ratio < 17

# ---------------- printed numbers ----------------
print(f"AX: J = {J_ax:.0f} Hz, T = {T_ax*1e3:.0f} ms, "
      f"total time = {2*T_ax*1e3:.0f} ms")
print(f"AX offsets = {offsets_ax[0]:.0f}, {offsets_ax[1]:.0f} Hz")
print(f"AX theta = {theta_ax:.4f} rad")
print(f"AX plain double echo, in-phase signal = {clean(plain_ax):.4f}")
print(f"AX perfect echo, in-phase signal = {clean(perfect_ax):.4f}")
print(f"AX largest deviation from Fx, 25 random cases = {worst_ax:.0e}")
print(f"AX polarisations {p1:.1f}, {p2:.1f}: in-phase spin 1 = "
      f"{unequal_in:.4f}, antiphase = {unequal_anti:.4f}")
print("AX strong coupling, largest signal loss for T = 5 to 100 ms:")
print(f"  shift difference 30 Hz: {strong_near:.4f}")
print(f"  shift difference 1000 Hz: {strong_far:.2e}")
print(f"AMX: J_AM, J_AX, J_MX = {J_amx[0,1]:.0f}, {J_amx[0,2]:.0f}, "
      f"{J_amx[1,2]:.0f} Hz; T = {T_amx*1e3:.0f} ms")
print("AMX offsets = " + ", ".join(f"{x:.0f}" for x in offsets_amx) + " Hz")
print("AMX theta_AM, theta_AX, theta_MX = " + ", ".join(
    f"{angle(J_amx, k, l, T_amx):.4f}" for k, l in J_amx) + " rad")
print("AMX in-phase signal: spin, plain, perfect, loss, leading-order loss")
for k, l, m in ((0, 1, 2), (1, 0, 2), (2, 0, 1)):
    S = coefficient(rho_amx, ops[k]["x"])
    P = coefficient(plain_amx, ops[k]["x"])
    lead = angle(J_amx, l, m, T_amx)**2 * (
        angle(J_amx, k, l, T_amx)**2 + angle(J_amx, k, m, T_amx)**2) / 2
    print(f"  {NAMES[k]}: {P:.4f}, {S:.4f}, {1-S:.4f}, {lead:.4f}")
print(f"Spin A: D = {D_A:.4f}, A_AM = {A_AM:.4f}, A_AX = {A_AX:.4f}")
print("Lines of A: m_M, m_X, absorption, dispersion (1 and 0 if undistorted)")
for m2, m3, absorption, dispersion in lines:
    print(f"  {m2:+.1f}, {m3:+.1f}, {absorption:.4f}, {dispersion:+.4f}")
print("Spin A against T: T (ms), plain loss, perfect loss, D")
for T in (0.0025, 0.005, 0.010, 0.020):
    rho = final_state(H_amx, T, join3, (1, 1, 1))
    plain = final_state(H_amx, T, np.eye(8), (1, 1, 1))
    S, D, _ = simulated(rho, 0, 1, 2)
    print(f"  {T*1e3:.1f}, {1-coefficient(plain, ops[0]['x']):.5f}, "
          f"{1-S:.3e}, {D:.5f}")
print(f"Chain J_AM = {J_chain[0,1]:.0f}, J_MX = {J_chain[1,2]:.0f} Hz, "
      f"J_AX = 0, T = 20 ms: loss of M = {chain_loss:.5f}")
print(f"Three couplings of 7 Hz, T = 20 ms: signal = {equal_signal:.4f}")
print("AMX repeated block, total 40 ms: repeats, mean signal loss")
for repeats in (1, 2, 4, 8, 16, 32):
    print(f"  {repeats}, {train_loss(repeats):.3e}")
print(f"Loss ratio, 16 to 32 repeats = {train_ratio:.2f}")
print("every check passed")
```

It prints:

```
AX: J = 10 Hz, T = 25 ms, total time = 50 ms
AX offsets = -400, 600 Hz
AX theta = 0.7854 rad
AX plain double echo, in-phase signal = 0.0000
AX perfect echo, in-phase signal = 1.0000
AX largest deviation from Fx, 25 random cases = 1e-15
AX polarisations 1.0, 0.6: in-phase spin 1 = 0.8000, antiphase = 0.2000
AX strong coupling, largest signal loss for T = 5 to 100 ms:
  shift difference 30 Hz: 0.3600
  shift difference 1000 Hz: 4.00e-04
AMX: J_AM, J_AX, J_MX = 12, 7, 3 Hz; T = 20 ms
AMX offsets = -400, 150, 600 Hz
AMX theta_AM, theta_AX, theta_MX = 0.7540, 0.4398, 0.1885 rad
AMX in-phase signal: spin, plain, perfect, loss, leading-order loss
  A: 0.0400, 0.9814, 0.0186, 0.0135
  M: 0.0584, 0.9524, 0.0476, 0.0584
  X: 0.5927, 0.9429, 0.0571, 0.0651
Spin A: D = 0.2755, A_AM = 0.0869, A_AX = 0.1248
Lines of A: m_M, m_X, absorption, dispersion (1 and 0 if undistorted)
  +0.5, +0.5, 1.2569, +0.2118
  +0.5, -0.5, 0.7059, -0.0379
  -0.5, +0.5, 0.7059, +0.0379
  -0.5, -0.5, 1.2569, -0.2118
Spin A against T: T (ms), plain loss, perfect loss, D
  2.5, 0.02364, 3.329e-06, 0.00517
  5.0, 0.09262, 5.440e-05, 0.02051
  10.0, 0.34041, 9.399e-04, 0.07949
  20.0, 0.95998, 1.863e-02, 0.27551
Chain J_AM = 12, J_MX = 7 Hz, J_AX = 0, T = 20 ms: loss of M = 0.00878
Three couplings of 7 Hz, T = 20 ms: signal = 0.9671
AMX repeated block, total 40 ms: repeats, mean signal loss
  1, 4.110e-02
  2, 5.827e-04
  4, 3.651e-05
  8, 2.283e-06
  16, 1.427e-07
  32, 8.917e-09
Loss ratio, 16 to 32 repeats = 16.00
every check passed
```
